Low-energy electron scattering from a zero-electron model of neon

**The problem**

A slow electron meets a neon atom. Replace the atom by a pseudo-atom: all ten electrons and the nuclear charge that balances them are absorbed into an effective potential, so no electrons and no net charge remain. The incoming electron is then the only particle treated explicitly. In Hartree atomic units its potential is

V = B exp(−βr²) P₀ + V_pol(r),

V_pol(r) = −α ω(r)²/(2r⁴), ω(r) = 1 − exp(−r²/r_c²).

Here P₀ projects on angular momentum l = 0 about the nucleus. The Gaussian, with B ≥ 0, represents the exclusion of the electron from the occupied s shells. V_pol is the attraction between the electron and the dipole it induces, with polarizability α. The cutoff ω keeps it finite at the nucleus.

Take α = 2.7 bohr³ and a scattering length A = 0.2 bohr. These are rough sizes for neon and serve as inputs. The choices r_c = 1.5 bohr and β = 1 bohr⁻² belong to the model.

Let k be the wave number, so that the energy is k²/2, and let δ₀ be the s-wave phase shift. Define

T(k) = tan δ₀/k, A = −T(0).

(a) Show that the polarization potential alone binds no s state, and that A is finite for every B ≥ 0.

(b) Explain how to obtain A from a solution known up to a finite radius. Show that at most one B gives the required A, and find it.

(c) Derive a first-order differential equation for the phase accumulated up to radius r.

(d) Find the term of T(k) linear in k, and the largest term after it.

(e) Find how the sum of the s and p cross sections leaves its zero-energy value.

(f) Recover A and the linear coefficient from computed phases, and judge the range of the linear law.

**Hints**

For (a), start the zero-energy solution with unit slope and ask how far the attraction can reduce that slope. For (b), substitute u = rF(√α/r) in the tail, and compare two values of B through a Wronskian. For (c), write u and u′ as if the potential ended at r. For (d), subtract the equation at k = 0, then set x = kr in the tail. For (e), find the power of k with which tan δ₁ begins. For (f), consider which functions of k a fit must contain.

**Full solution**

**(a) No binding, and a finite scattering length**

With the radial function u(r) = r times the radial wave function, and U = 2V, the s-wave equation is

u″ + (k² − U)u = 0, u(0) = 0.

First set B = 0 and k = 0, and choose u′(0) = 1. Since U is negative, u″ = −|U|u ≤ 0 while u > 0, so u ≤ r. Therefore

u′(r) = 1 − ∫₀^r |U|u dr′ ≥ 1 − I, I = ∫₀^∞ r|U| dr.

If I < 1, the slope stays positive and u never returns to zero. To evaluate I, put t = r²/r_c², for which dr/r³ = dt/(2r_c²t²):

I = α∫₀^∞ ω²/r³ dr = [α/(2r_c²)] ∫₀^∞ (1 − e^(−t))²/t² dt.

Integration by parts has vanishing boundary terms and turns the last integral into

2∫₀^∞ (e^(−t) − e^(−2t))/t dt = 2∫₁² dq ∫₀^∞ e^(−qt) dt = 2∫₁² dq/q = 2 ln 2.

Hence

I = α ln 2/r_c² = 2.7 × 0.6931/2.25 = 0.832 < 1.

A nodeless increasing u excludes a bound state. Suppose w were the lowest one, positive and with energy −κ²/2. Then (uw′ − wu′)′ = κ²uw > 0. But uw′ − wu′ vanishes at r = 0 and at infinity, where w decays exponentially, which is a contradiction.

Now add repulsion. Let u_B be the new zero-energy solution, also with unit initial slope. Then

(u u_B′ − u_B u′)′ = 2B exp(−βr²) u u_B ≥ 0.

Thus u_B/u does not decrease. Since this ratio starts at 1, u_B ≥ u, and

u_B′ ≥ (u_B/u)u′ ≥ u′ > 0.

The asymptotic slope is therefore positive for every B ≥ 0. After division by this slope, u_B tends to r − A with finite A, and the argument against a bound state applies again.

In a one-particle picture, the real s wave is orthogonal to the 1s and 2s orbitals and has two inner nodes that the pseudo-wave lacks. The extra nodes add a multiple of π to δ₀, which by itself leaves tan δ₀ unchanged. The pseudo-wave is still tied to the real one only through A and α. By part (d) these fix the constant, linear and logarithmic terms of T; the k² and higher terms depend on the core and need not agree.

**(b) The scattering length and the repulsion**

Outside the core ω = 1, the Gaussian is negligible, and U = −α/r⁴. At k = 0 put γ = √α, y = γ/r and u = rF(y). Because dy/dr = −y/r,

u′ = F − yF_y, u″ = y²F_yy/r,

where subscripts denote derivatives with respect to y. The right side of u″ = Uu is −αF/r³ = −y²F/r, so F_yy = −F. Two independent solutions are

f = r cos(γ/r), g = (r/γ) sin(γ/r).

At large r, f → r and g → 1. The solution that tends to r − A is u₀ = f − Ag. A computed solution u is proportional to it, so equality of u′/u and u₀′/u₀ gives

A = (u f′ − u′ f)/(u g′ − u′ g).

This can be evaluated at any radius outside the core, here 12 bohr, without following the slow approach of u to a straight line.

For uniqueness, take solutions u₁ and u₂ for strengths B₁ and B₂, normalized to r − A₁ and r − A₂. Then

(u₁u₂′ − u₂u₁′)′ = 2(B₂ − B₁) exp(−βr²)u₁u₂.

The Wronskian vanishes at r = 0. Outside the core u₁ = f − A₁g and u₂ = f − A₂g, so it equals (A₁ − A₂)(fg′ − gf′). Direct differentiation gives fg′ − gf′ = −cos²(γ/r) − sin²(γ/r) = −1, so the Wronskian is exactly A₂ − A₁ throughout the tail. Integrating and letting B₂ → B₁ gives

dA/dB = 2∫₀^∞ exp(−βr²)u₀² dr > 0.

A rises steadily with B, so at most one B fits. Numerical integration of the radial equation gives A = −3.86 bohr at B = 0. A root search for A = 0.2 bohr then gives

B = 5.56 hartree, dA/dB = 0.104 bohr/hartree.

A change of A by 0.02 bohr thus corresponds to a change of B by about 0.02/0.104 = 0.19 hartree. One scattering length fixes B only after β and r_c have been chosen.

**(c) The phase accumulated up to r**

Let s = sin(kr)/k and c = cos(kr), so that s′ = c, c′ = −k²s and c² + k²s² = 1. At k = 0, s = r and c = 1. Write

u = a(s + Tc), u′ = a(c − k²Ts),

with a and T functions of r. If the potential were cut off at r, T(r) would be its value of tan δ₀/k. The full potential gives T(∞) = T(k).

Differentiating the first expression and comparing with the second requires

a′(s + Tc) + aT′c = 0.

Differentiating the second and using the radial equation gives

a′(c − k²Ts) − ak²T′s = Ua(s + Tc).

Multiply this by s + Tc and replace a′(s + Tc) by −aT′c. The left side becomes

−aT′[c(c − k²Ts) + k²s(s + Tc)] = −aT′(c² + k²s²) = −aT′.

Therefore

T′ = −U(s + Tc)², T = 0 at r = 0.

Repulsion lowers T and attraction raises it. At k = 0 the amplitude is a = u′, which part (a) showed to be positive, so T has no pole there.

**(d) The threshold law**

Call the zero-energy function T₀(r). It obeys T₀′ = −U(r + T₀)² and tends to −A. In the tail T₀′ ≈ α/r², so T₀ = −A − α/r + O(1/r²). Let D = T − T₀. Then

D′ = −U[(s + Tc)² − (r + T₀)²], D(0) = 0.

Inside a fixed radius R that encloses the core, s − r and c − 1 are of order k², so D(R) = O(k²). Outside R, expansion of the squares gives

D′ = (α/r⁴)[(s² − r²) + 2T₀(sc − r) + T₀²(c² − 1) + 2Dsc + (2T₀D + D²)c²].

The first three terms are sources; the others feed D back into its own equation.

The first source contributes, with x = kr,

α∫_R^∞ (s² − r²)/r⁴ dr = αk∫_(kR)^∞ (sin²x − x²)/x⁴ dx.

The integrand tends to −1/3 at small x, so moving the lower limit to zero changes the result by O(k²). Two integrations by parts, with vanishing boundary terms, give

∫₀^∞ (sin²x − x²)/x⁴ dx

= (1/3)∫₀^∞ (sin 2x − 2x)/x³ dx

= (1/3)∫₀^∞ (cos 2x − 1)/x² dx

= −(2/3)∫₀^∞ sin²x/x² dx = −π/3.

The last step uses ∫₀^∞ sin²x/x² dx = ∫₀^∞ sin 2x/x dx = π/2. The contribution to T is −(πα/3)k.

In the second source, sc = sin(2kr)/(2k) = r − 2k²r³/3 + … for kr < 1. With T₀ ≈ −A, the range from R to 1/k gives

(−2αA)(−2k²/3)∫_R^(1/k) dr/r = (4αA/3)k² ln[1/(kR)] = −(4αA/3)k² ln k + O(k²).

The −α/r part of T₀ and the range r > 1/k add only O(k²). The third source is of order k²/r² for r < 1/k and also integrates to O(k²).

The feedback remains. The sources integrated up to r are at most of order k²(1 + r) for r < 1/k, and of order k beyond. The factors multiplying D fall at least as fast as 1/r³, so their integral is finite and they can enlarge D only by a bounded factor. D therefore obeys the same estimates. Inserting them in the feedback gives

k²∫_R^(1/k) (1 + r)/r³ dr + k∫_(1/k)^∞ dr/r³ = O(k²) + O(k³),

apart from constant factors. Collecting all terms,

T(k) = −A − (πα/3)k − (4αA/3)k² ln k + O(k²).

In the logarithm k is in bohr⁻¹; another unit would only move a multiple of k² into the remainder. The linear term comes from distances r ~ 1/k, far outside the atom at low energy. The core affects A and the later terms, but not this coefficient. Its sign is negative although the tail is attractive: at k = 0 the whole tail contributes to −A, and at finite k the oscillation of the wave reduces the contribution from beyond about 1/k.

For the model,

πα/3 = 2.827 bohr², 4αA/3 = 0.720 bohr³.

**(e) Cross sections**

The s part is

σ_s = 4π sin²δ₀/k² = 4πT²/(1 + k²T²).

For l = 1 the free solutions are F = sin x/x − cos x, regular at the origin, and G = cos x/x + sin x. Normalize u → F + tan δ₁ G. From (Fu′ − uF′)′ = UFu, and the value −k tan δ₁ of this Wronskian at infinity,

tan δ₁ = −(1/k)∫₀^∞ UFu dr.

At r ~ 1/k the potential is small compared with k², so u may be replaced by F. In the core F² ~ k⁴r⁴/9, so the error made there is O(k³). At intermediate r the relative correction to u is of order α/r², which also gives O(k³). Thus

tan δ₁ = αk²∫₀^∞ F²/x⁴ dx + O(k³).

Three integrations by parts, again without boundary terms, give

∫₀^∞ (sin x − x cos x)²/x⁶ dx

= (2/5)∫₀^∞ (sin²x − x sin x cos x)/x⁴ dx

= (2/15)∫₀^∞ (½ sin 2x − x cos 2x)/x³ dx

= (2/15)∫₀^∞ sin 2x/x dx = π/15.

So tan δ₁ = παk²/15 + O(k³), and σ_p = 12π sin²δ₁/k² begins at order k². The linear term comes from σ_s, through T² = A² + 2A(πα/3)k + …:

σ_s + σ_p = 4πA² + (8π²/3)αAk + O(k² ln k).

The zero-energy value is 4π(0.2)² = 0.503 bohr², or 0.141 Å², and the initial slope is 14.2 bohr³. Since A > 0, the cross section rises from threshold.

**(f) Recovering the coefficients**

The s-wave radial equation was integrated numerically at twelve values of k, spaced logarithmically from 0.003 to 0.03 bohr⁻¹, and u was matched to free waves at kr = 100. The tail left out changes T by about αk∫₁₀₀^∞ sin²x/x⁴ dx ≈ αk/(6 × 10⁶), which is negligible here. A least-squares fit of T to

c₀ + c₁k + c₂k² ln k + c₃k² + c₄k³,

with all five coefficients free, gives

A = −c₀ = 0.2000 bohr, −c₁ = 2.827 bohr².

The linear coefficient agrees with πα/3 to about one part in 10⁴; without the k³ term the agreement is six parts in 10⁴. The logarithmic coefficient is less well determined: this fit gives −c₂ ≈ 0.67 bohr³ against 0.720 bohr³, and the value moves by about 0.1 bohr³ when a term is added to or dropped from the fit. A fit of the same phases to 1, k² and k⁴, the form suited to a short-range force, gives A = 0.211 bohr. That is 5.5% above the scattering length of the potential: the missing linear term has been partly absorbed in the intercept.

The linear term equals A in size at

k = 3A/(πα) = 0.2/2.827 = 0.071 bohr⁻¹,

an energy of 0.068 eV. Below, T_lin = −A − (πα/3)k; k is in bohr⁻¹, T in bohr and σ in bohr².

| k | T | T_lin | σ_s | σ_p |
|---|---|---|---|---|
| 0.01 | −0.228 | −0.228 | 0.651 | 0.001 |
| 0.02 | −0.254 | −0.257 | 0.809 | 0.005 |
| 0.05 | −0.326 | −0.341 | 1.335 | 0.028 |
| 0.10 | −0.428 | −0.483 | 2.298 | 0.106 |

Relative to the computed T, the linear law is wrong by about 1% at k = 0.02, 5% at 0.05 and 13% at 0.10. At k = 0.05 the difference is 0.015 bohr. The logarithmic term supplies 0.720 × 0.0025 × 3.00 = 0.005 bohr of it; the rest comes from the k² and higher terms. Adding the logarithm alone therefore extends the law only a little.

These numbers describe the model, and only its s and p waves: the d wave adds about 4% of σ_p, 0.001 bohr² at k = 0.05 and 0.004 bohr² at k = 0.10. It omits excitation of the atom, explicit exchange and the repulsion of p waves by the occupied 2p shell. The last omission affects σ_p beyond its leading term.

**Variation 1: half the repulsion**

Keep everything else and halve B. How does the cross section start?

The zero-energy equation now gives A = −0.262 bohr. The linear coefficient should not change. Computing T at k = 0.0005 bohr⁻¹ from the equation of part (c), removing the constant and logarithmic terms, and dividing by −k gives 2.825 bohr², against πα/3 = 2.827 bohr². The difference, 0.0027 bohr² before rounding, is 0.1% of πα/3. The neglected k² term leaves a remainder proportional to k after the division. A coefficient of 0.0027/0.0005 ≈ 5 bohr³ would account for the difference. This has the same sign and a similar size as the (0.015 − 0.005)/0.0025 ≈ 4 bohr³ left over at the fitted B in part (f), though it was not computed separately here.

Now −A is positive while the linear term is negative, so |T| decreases and the cross section first falls. The linear law would put a zero of T at

k = 0.262/2.827 = 0.093 bohr⁻¹.

Such a zero of the s wave is the origin of a Ramsauer–Townsend minimum. At this k the omitted terms need not be small, so the position is only an indication. The sign of A thus decides whether the cross section rises or falls at threshold, while α sets the linear change in T.

**Variation 2: a tail that ends**

Return to the fitted B, but multiply V_pol by exp(−r²/w²) with w = 6 bohr. What happens to the linear term?

In the equation for D, s² − r² is bounded in size by k²r⁴/3. With the damped potential, ∫|U|r⁴ dr is finite, so this source gives O(k²). The other sources contain sc − r and c² − 1, which are also of order k² and multiply an integrable potential. Hence

T(k) − T(0) = O(k²),

and the linear term is absent. Numerically, doubling k from 0.002 to 0.004 bohr⁻¹ multiplies T(k) − T(0) by 3.9998, close to the factor 4 of a quadratic law; a linear law would give 2.

The quadratic law holds for kw ≪ 1, when the wave hardly varies over the damped tail. The damping also changes A itself: since T₀ = −A − α/r in the tail, removing the attraction beyond w raises A by an amount of order α/w, so at the fitted B the damped potential no longer has A = 0.2 bohr. Refitting B can restore A, but the argument above holds for any B ≥ 0. A calculation that cuts off the polarization potential at a distance w therefore loses the linear term at the lowest energies, even if it has been refitted to give A well. To retain that term at a given k, the potential must extend well beyond 1/k.
